# Casimir-Polder C6 for Hydrogen and Helium, with London and Slater-Kirkwood Estimates, part 1

(Sections cited here and not found follow in the second part.)

## From the two-atom energy to the frequency integral

**Definitions and conventions.** Atomic units are used in the algebra: $\hbar=m_e=e=1$, and the Coulomb energy of two unit charges at distance $r$ is $1/r$. Numerical values are in eV and Å, and the main results are also given in hartree bohr$^6$.

Atom $A$ has its nucleus at the origin and atom $B$ has its nucleus at $\mathbf R=R\,\mathbf n$, with $|\mathbf n|=1$. Each atom is neutral, so its nuclear charge equals its number of electrons, $N_A$ or $N_B$. The electron positions, measured from the atom's own nucleus, are $\mathbf r_a$ in $A$ and $\boldsymbol\rho_b$ in $B$. Their sums are

$$
\mathbf D_A=\sum_{a}\mathbf r_a,\qquad \mathbf D_B=\sum_b\boldsymbol\rho_b. \tag{1}
$$

Since electrons have charge $-1$, the electric dipole moments are $-\mathbf D_A$ and $-\mathbf D_B$. The nuclei are fixed and the Hamiltonians are nonrelativistic. Each ground state $|0\rangle$ is spherically symmetric and has no spatial degeneracy. The spin degeneracy of hydrogen is harmless here, because the interaction does not act on spin and exchange between the atoms will be neglected.

The index $n$ labels excited P levels, with excitation energy $\omega_n=E_n-E_0>0$. The symbol $z_n=\langle n|D_z|0\rangle$ is the matrix element to the sublevel with zero angular momentum along $z$. A sum over $n$ includes an integral over the continuum. The oscillator strength is

$$
f_n=2\omega_n|z_n|^2. \tag{2}
$$

The coefficient $C_6$ is defined by the leading interaction energy $\Delta E=-C_6/R^6$, so a positive $C_6$ means attraction.

**Two conditions on the distance.** The separation must be large compared with the atomic sizes. Then the overlap of the two electron clouds, and with it the exchange of electrons between the atoms, is exponentially small and is dropped. The separation must also be small compared with $c/\omega$ for the excitation energies $\omega$ that matter. Light then crosses the gap in a time short compared with the period of the charge fluctuations, and the instantaneous Coulomb energy may be used.

**The interaction at large distance.** Neutrality allows the full Coulomb energy between the atoms to be grouped by pairs of electrons, with one unit of nuclear charge assigned to each electron:

$$
V=\sum_{a,b}\left[\frac1R-\frac1{|\mathbf R+\boldsymbol\rho_b|}-\frac1{|\mathbf R-\mathbf r_a|}+\frac1{|\mathbf R+\boldsymbol\rho_b-\mathbf r_a|}\right]. \tag{3}
$$

The four terms are nucleus-nucleus repulsion, attraction of nucleus $A$ to the electrons of $B$, attraction of nucleus $B$ to the electrons of $A$, and electron-electron repulsion. For a displacement $\mathbf x$ short compared with $R$,

$$
\frac1{|\mathbf R+\mathbf x|}=\frac1R-\frac{\mathbf n\cdot\mathbf x}{R^2}+\frac{q(\mathbf x)}{R^3}+O(R^{-4}),\qquad q(\mathbf x)=\frac{3(\mathbf n\cdot\mathbf x)^2-x^2}{2}. \tag{4}
$$

This follows from $|\mathbf R+\mathbf x|^2=R^2(1+\epsilon)$ with $\epsilon=2\mathbf n\cdot\mathbf x/R+x^2/R^2$, and from $(1+\epsilon)^{-1/2}=1-\epsilon/2+3\epsilon^2/8-\dots$.

Put (4) into (3). The constants cancel because their signs are $+,-,-,+$. The linear terms are proportional to $-\boldsymbol\rho_b+\mathbf r_a+(\boldsymbol\rho_b-\mathbf r_a)=0$. In the quadratic terms the squares of single displacements cancel and the cross terms stay:

$$
q(\boldsymbol\rho_b-\mathbf r_a)-q(\boldsymbol\rho_b)-q(\mathbf r_a)=\mathbf r_a\cdot\boldsymbol\rho_b-3(\mathbf n\cdot\mathbf r_a)(\mathbf n\cdot\boldsymbol\rho_b).
$$

Summation over all pairs gives

$$
V=\frac1{R^3}\sum_{i,j}T_{ij}D_{A,i}D_{B,j}+O(R^{-4}),\qquad T_{ij}=\delta_{ij}-3n_in_j. \tag{5}
$$

**Perturbation theory.** In first order, (5) gives $\langle0|D_{A,i}|0\rangle\langle0|D_{B,j}|0\rangle=0$, since a spherical state has no preferred direction. The higher multipoles vanish in first order for the same reason. In second order, a state in which one atom remains in its ground state also has a vanishing matrix element of (5). Both atoms must be excited, and

$$
\Delta E=-\frac1{R^6}\sum_{n,m}\sum_{\text{sublevels}}\frac{\left|\sum_{ij}T_{ij}\langle n|D_{A,i}|0\rangle\langle m|D_{B,j}|0\rangle\right|^2}{\omega_n^A+\omega_m^B}. \tag{6}
$$

The sum over the three sublevels of a P level is invariant under rotations. The only rotationally invariant tensor with two indices is a multiple of $\delta_{ik}$, so

$$
\sum_{\text{sublevels}}\langle0|D_i|n\rangle\langle n|D_k|0\rangle=\delta_{ik}|z_n|^2. \tag{7}
$$

The factor is fixed by setting $i=k=z$. With (7) for both atoms, the numerator of (6) becomes $|z_n^A|^2|z_m^B|^2\sum_{ij}T_{ij}^2$. For $\mathbf n$ along $z$ the tensor is diagonal with entries $1,1,-2$, and the sum of squares is $1+1+4=6$. Therefore

$$
C_6=6\sum_{n,m}\frac{|z_n^A|^2|z_m^B|^2}{\omega_n^A+\omega_m^B}
=\frac32\sum_{n,m}\frac{f_n^Af_m^B}{\omega_n^A\omega_m^B(\omega_n^A+\omega_m^B)}. \tag{8}
$$

The second form uses $|z_n|^2=f_n/(2\omega_n)$ twice, which turns $6$ into $6/4$. Every term is positive, so two ground-state atoms attract each other in this regime.

**Response at imaginary frequency.** The energy denominator in (8) ties the two atoms together. They can be separated with the help of a one-atom response function. Let an atom be exposed to a weak field along $z$ that grows as $Fe^{\eta t}$ with $\eta>0$. The perturbation is $+Fe^{\eta t}D_z$, because the charge is $-1$. Starting from the ground state at $t=-\infty$, the first-order amplitude of level $n$ is

$$
c_n(t)=-iFz_n\int_{-\infty}^te^{(i\omega_n+\eta)t'}dt'=-\frac{Fz_n}{\omega_n-i\eta}\,e^{(i\omega_n+\eta)t}.
$$

The induced dipole moment is $-\langle D_z\rangle=-2\,\mathrm{Re}\sum_nz_n^*c_ne^{-i\omega_nt}$. Since $\mathrm{Re}\,(\omega_n-i\eta)^{-1}=\omega_n/(\omega_n^2+\eta^2)$, it equals $\alpha(i\eta)Fe^{\eta t}$ with

$$
\alpha(i\eta)=\sum_n\frac{2\omega_n|z_n|^2}{\omega_n^2+\eta^2}=\sum_n\frac{f_n}{\omega_n^2+\eta^2}. \tag{9}
$$

A field varying as $e^{-i\omega t}$ becomes $e^{\eta t}$ when its frequency is $i\eta$, which explains the name. The function is positive, has no resonances and decreases with $\eta$. Its value at $\eta=0$ is the static polarizability, written $\alpha$ without an argument. From here on the variable $\eta$ is called $\omega$.

**Separation of the atoms.** For positive $a\neq b$, partial fractions and $\int_0^\infty d\omega/(a^2+\omega^2)=\pi/(2a)$ give

$$
\int_0^\infty\frac{ab\,d\omega}{(a^2+\omega^2)(b^2+\omega^2)}
=\frac{ab}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)=\frac\pi2\,\frac1{a+b}. \tag{10}
$$

The case $a=b$ follows by continuity. Replace $1/(\omega_n^A+\omega_m^B)$ in (8) by means of (10). The product $\omega_n^A\omega_m^B$ cancels, the prefactor is $(3/2)(2/\pi)=3/\pi$, and the double sum becomes a product of two sums of the form (9):

$$
C_6=\frac3\pi\int_0^\infty\alpha_A(i\omega)\,\alpha_B(i\omega)\,d\omega. \tag{11}
$$

This is the Casimir-Polder integral in the nonretarded regime. It needs each atom's response separately. The derivation uses $\omega_n>0$: if an atom is in an excited state with a dipole-connected level below it, that $\omega_n$ is negative, the left side of (10) no longer equals $\pi/[2(a+b)]$, and (11) fails. For atoms that are not spherical, (7) fails and the coefficient depends on orientation.

**A solvable case.** Let each atom be an isotropic oscillator of frequency $w$, unit mass and charge $\sqrt N$. Its polarizability is $\alpha=N/w^2$. Along each principal axis of $T$ the interaction is $\kappa xy$, with $\kappa=N/R^3,\,N/R^3,\,-2N/R^3$. The normal coordinates $(x\pm y)/\sqrt2$ have frequencies $\sqrt{w^2\pm\kappa}$, so the zero-point energy changes by

$$
\tfrac12\left(\sqrt{w^2+\kappa}+\sqrt{w^2-\kappa}\right)-w=-\frac{\kappa^2}{8w^3}+O(\kappa^4).
$$

Summing $\kappa^2$ over the axes gives $6N^2/R^6$, hence $C_6=3N^2/(4w^3)=\tfrac34\alpha^2w$. Formula (11) with $\alpha(i\omega)=N/(w^2+\omega^2)$ and (10) at $a=b=w$ gives the same: $(3/\pi)(N^2/w^2)(\pi/4w)$. In this model the attraction is a lowering of zero-point energy by the coupling. The numerical test of (11) against normal modes used two unlike oscillators.

**The London form.** Suppose the response of each atom is represented by a single pole, $\alpha(i\omega)\approx\alpha\,w^2/(w^2+\omega^2)$. Then (11) and (10) give

$$
C_6\approx\frac32\,\alpha_A\alpha_B\,\frac{w_Aw_B}{w_A+w_B},\qquad\text{and for like atoms}\quad C_6\approx\frac34\,\alpha^2w. \tag{12}
$$

The London estimate takes $w=I$, the ionization energy. That is a plausible energy scale, but nothing in the derivation selects it.

**The Slater-Kirkwood form.** The pole can instead be fixed by the sum of the oscillator strengths. With $[H,D_z]=-iP_z$, where $P_z$ is the total electron momentum, and $[D_z,P_z]=iN$,

$$
\sum_nf_n=2\langle0|D_z(H-E_0)D_z|0\rangle=\langle0|[D_z,[H,D_z]]|0\rangle=N. \tag{13}
$$

The middle equality follows by expanding the double commutator and using $H|0\rangle=E_0|0\rangle$. At large $\omega$, (9) therefore tends to $N/\omega^2$. The single pole has the limit $\alpha w^2/\omega^2$, and equating the two gives $w=\Omega\equiv\sqrt{N/\alpha}$. Insertion into (12) yields

$$
C_6\approx\frac32\,\frac{\alpha_A\alpha_B}{\sqrt{\alpha_A/N_A}+\sqrt{\alpha_B/N_B}},\qquad\text{like atoms:}\quad C_6\approx\frac34\sqrt N\,\alpha^{3/2}. \tag{14}
$$

Here $N$ counts all electrons. If an adjusted effective number is used instead, the bound shown next is no longer guaranteed.

**Bounds.** Write $t_n=1/\omega_n^2$. Then (9) reads $\alpha(i\omega)=\sum_nf_ng(t_n)$ with $g(t)=t/(1+\omega^2t)$. Since $g''=-2\omega^2/(1+\omega^2t)^3\le0$, the function is concave. The weights $f_n/N$ are nonnegative and add up to one, and the mean of $t_n$ is $\alpha/N$. The mean of a concave function does not exceed the function at the mean, so

$$
\alpha(i\omega)\le N\,g(\alpha/N)=\frac{\alpha}{1+\omega^2/\Omega^2}. \tag{15}
$$

On the other side, $\omega_n\ge\omega_1$, where $\omega_1$ is the lowest dipole excitation energy, and hence

$$
\alpha(i\omega)=\sum_n\frac{f_n/\omega_n^2}{1+\omega^2/\omega_n^2}\ge\frac{\alpha}{1+\omega^2/\omega_1^2}. \tag{16}
$$

The integrand of (11) is a product of positive factors, so both inequalities carry over to $C_6$. The Slater-Kirkwood value (14), with the true $\alpha$ and all electrons counted, is an upper bound. The London form (12) with $w=\omega_1$ is a lower bound.

For like atoms it is useful to define an effective energy by $C_6=\tfrac34\alpha^2\omega_{\rm eff}$. With the weights $p_n=f_n/(\alpha\omega_n^2)$, which are the shares of the levels in the static polarizability, (8) becomes

$$
\omega_{\rm eff}=\frac{4C_6}{3\alpha^2}=\sum_{n,m}p_np_m\,\frac{2\omega_n\omega_m}{\omega_n+\omega_m},\qquad \omega_1\le\omega_{\rm eff}\le\Omega. \tag{17}
$$

The effective energy is thus a weighted average of harmonic means of pairs of excitation energies. The usual London estimate is too large when $I>\omega_{\rm eff}$ and too small when $I<\omega_{\rm eff}$.

## Pseudostates, numerical values and the two estimates

**Symbols and results carried over.** An atom has $N$ electrons, ground state $\psi_0$ with energy $E_0$, excitation energies $\omega_n$, dipole matrix elements $z_n=\langle n|D_z|0\rangle$ and oscillator strengths $f_n=2\omega_n|z_n|^2$. Its response at imaginary frequency is (9), its static value is $\alpha$, and $C_6$ follows from the integral (11) or the double sum (8). For like atoms the London form is $\tfrac34\alpha^2w$, with $w=I$ in the usual estimate. The Slater-Kirkwood form has $w=\Omega=\sqrt{N/\alpha}$. The effective energy $\omega_{\rm eff}=4C_6/(3\alpha^2)$ lies between the lowest dipole excitation energy $\omega_1$ and $\Omega$.

**What a pseudostate replaces.** The sums contain a continuum, but the true spectrum is not needed level by level. Equation (9) can be written as

$$
\alpha(i\omega)=2\,\mathrm{Re}\,\langle\psi_0|D_z\,(H-E_0+i\omega)^{-1}D_z|\psi_0\rangle, \tag{18}
$$

because $\mathrm{Re}\,(\omega_n+i\omega)^{-1}=\omega_n/(\omega_n^2+\omega^2)$. The function on which the inverse acts, $D_z\psi_0$, is localized, and so is the response to it. A finite set of localized P functions can represent that response. Diagonalizing $H$ in the set gives pseudostates, whose $\omega_n$ and $f_n$ enter (8), (9) and (11) as if they were levels. A pseudostate above the ionization threshold stands for a stretch of the continuum. In a small set the division at the threshold is only rough, because a pseudostate below it can also carry part of the continuum's oscillator strength.

Two properties help to judge such a set. First, if $\psi_0$ is exact and $D_z\psi_0$ lies in the set, projection onto the set leaves $\langle\psi_0|D_z(H-E_0)D_z|\psi_0\rangle$ unchanged, and the sum rule (13) still holds.

Second, with exact $\psi_0$ the pseudostate $C_6$ cannot exceed the true one. Let $K=H_A+H_B-2E_0$ and let $g=D_{A,z}D_{B,z}\psi_0^A\psi_0^B$. The first form of (8) is $C_6=6\langle g|K^{-1}|g\rangle$. On products of P functions $K$ is positive, and for any real trial function $\phi$ of this kind

$$
2\langle\phi|g\rangle-\langle\phi|K|\phi\rangle=\langle g|K^{-1}|g\rangle-\langle\phi-K^{-1}g|K|\phi-K^{-1}g\rangle\le\langle g|K^{-1}|g\rangle. \tag{19}
$$

The largest value of the left side within the products of the chosen functions is the pseudostate result divided by 6. Enlarging the set can raise it or leave it unchanged.

The coefficient $C_6$ now follows from the separate responses of the two atoms, with bounds from one-pole formulas, and a finite set of pseudostates can stand in for the full spectrum. It remains to calculate $C_6$ for hydrogen and helium and to see where the London and Slater-Kirkwood estimates fall.
